**Largest natural occupation of impenetrable bosons on a ring**

For N impenetrable bosons in their ground state on a ring, the program tests the bounds √N ≤ λ₀ ≤ 1.95√N, where λ₀ is the occupation of the zero-momentum orbital. It also tests the envelope R(θ) ≤ √(eN)/√(2|sin(θ/2)|), where R is the ring length times the one-body density matrix and θ is the angular separation. For four particles it asserts that direct integration of the wave function agrees with the Toeplitz determinant for R and with the product formula for the ground-state overlap. It asserts the fermion-level inequalities behind the envelope by explicit sums over configurations, and the full chain of upper bounds for N = 32 at one angle. For N = 8 it asserts that diagonalizing a discretised density matrix reproduces the two largest distinct occupations. The output shows λ₀ rising from 1.62 at N = 2 to 24.11 at N = 256, while λ₀/N falls from 0.81 to 0.094. The slope of λ₀ against √N between N = 64 and 256 is 1.5427, and the decay exponent in chord distance is −0.500; both are asserted to agree with the asymptotic law, which the program does not prove.

## Check in Python

```python
# Result under test: for N impenetrable bosons on a ring (ground state),
#   R(theta) <= sqrt(e N) / sqrt(2 |sin(theta/2)|)   and
#   sqrt(N) <= lambda_0 <= C sqrt(N),  C = sqrt(e) B(1/4,1/2) / (pi sqrt 2).
# Symbols: theta = 2 pi x / L; R = L * one-body density matrix, R(0) = N;
# lambda_k = occupation of the plane wave with k turns around the ring;
# M_n = overlap <n-particle ground state| a_0 |(n+1)-particle ground state>.
# Distances are given in units of the inverse density L/N.
from itertools import combinations
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.special import beta as beta_function, gammaln


def density_matrix(N, theta):
    """R(theta) as a Toeplitz determinant with analytic Fourier coefficients."""
    b = theta / 2
    m = np.arange(N - 1)

    def sin_over(k):
        return b * np.sinc(k * b / np.pi)

    c = sin_over(m - 1) + sin_over(m + 1) - 2 * np.cos(b) * sin_over(m)
    c[0] += np.pi * np.cos(b)
    if N > 2:
        c[1] -= np.pi / 2
    return np.linalg.det(toeplitz(2 * c / np.pi))


def sample_ring(N):
    """Gauss nodes in theta/2 on (0, pi/2), weights of the ring average, R."""
    x, w = np.polynomial.legendre.leggauss(2 * N + 20)
    half = np.pi / 4 * (x + 1)
    values = np.array([density_matrix(N, 2 * h) for h in half])
    return half, w / 2, values


def overlap(n):
    j = np.arange(n)
    return np.exp(np.sum(gammaln(j + 1) + gammaln(j + 2)
                         - 2 * gammaln(j + 1.5)))


def chord(a, b):
    return np.abs(2 * np.sin((a - b) / 2))


def wavefunction(points):
    result = 1.0
    for i, j in combinations(range(len(points)), 2):
        result = result * chord(points[i], points[j])
    return result


# The product wave function is an energy eigenfunction away from contacts.
pts = np.array([0.3, 1.1, 2.9, 4.6])
h = 1e-3
kinetic = 0.0
for i in range(4):
    step = np.zeros(4)
    step[i] = h
    kinetic -= (wavefunction(pts + step) + wavefunction(pts - step)
                - 2 * wavefunction(pts)) / h**2
energy4 = kinetic / wavefunction(pts)
assert abs(energy4 - 4 * (4**2 - 1) / 12) < 1e-4

# Four particles: density matrix and overlap by integrating the wave function.
theta = 1.3
x, w = np.polynomial.legendre.leggauss(20)
t = np.concatenate([theta * (x + 1) / 2,
                    theta + (2 * np.pi - theta) * (x + 1) / 2])
wt = np.concatenate([theta * w / 2, (2 * np.pi - theta) * w / 2])
A, B, C3 = t[:, None, None], t[None, :, None], t[None, None, :]
W = wt[:, None, None] * wt[None, :, None] * wt[None, None, :]
psi_0 = wavefunction([0.0, A, B, C3])
psi_t = wavefunction([theta, A, B, C3])
psi_3 = wavefunction([A, B, C3])
R4_direct = 4 * np.sum(W * psi_0 * psi_t) / np.sum(W * psi_0**2)
R4_det = density_matrix(4, theta)
assert abs(R4_direct - R4_det) < 1e-9
norm4 = 2 * np.pi * np.sum(W * psi_0**2)
norm3 = np.sum(W * psi_3**2)
M3_direct = (np.sqrt(4 * 2 * np.pi) * np.sum(W * psi_3 * psi_0)
             / np.sqrt(norm3 * norm4))
assert abs(M3_direct - overlap(3)) < 1e-9

# Overlap product formula against a determinant with integrated coefficients.
x, w = np.polynomial.legendre.leggauss(80)
phi = np.pi * (x + 1)
coef = np.array([np.sum(w * np.sin(phi / 2) * np.cos(k * phi))
                 for k in range(12)])
assert abs(np.linalg.det(toeplitz(coef)) - overlap(12)) < 1e-9

# The factor inequality that gives overlap^2 >= sqrt(N), and its monotony.
k = np.arange(2000)
log_u = (4 * (gammaln(k + 1) + gammaln(k + 2) - 2 * gammaln(k + 1.5))
         + np.log((k + 1) / (k + 2)))
assert np.all(log_u[:200] > 0) and np.all(np.diff(log_u[:100]) < 0)
assert abs(log_u[-1]) < 1e-5

# Fermion levels: apply prod a(z_j) to filled modes 0..n-1, split by momentum.
root = [1.0]
for m in range(1, 12):
    root.append(root[-1] * (m - 1.5) / m)
root = np.array(root)
series = np.convolve(root, root * np.exp(-1j * theta * np.arange(12)))[:12]


def level_norm(n, level):
    total = 0.0
    for final in combinations(range(n + level), n):
        if sum(final) == n * (n - 1) // 2 + level:
            matrix = [[series[f - j] if f >= j else 0.0 for j in range(n)]
                      for f in final]
            total += abs(np.linalg.det(np.array(matrix)))**2
    return total


boson = [1.0]
for level in range(1, 81):
    boson.append(sum(np.cos(q * theta / 2)**2 * boson[level - q]
                     for q in range(1, level + 1)) / level)
levels = np.array([[level_norm(n, v) for v in range(6)] for n in range(1, 6)])
for n in range(1, 6):
    for v in range(6):
        assert levels[n - 1, v] <= boson[v] + 1e-10
        if v <= n:
            assert abs(levels[n - 1, v] - boson[v]) < 1e-10
assert np.all(np.diff(levels, axis=0) > -1e-10)
assert levels[0, 5] < boson[5] - 1e-4


def boson_sum(q, angle):
    return 1 / np.sqrt((1 - q) * abs(1 - q * np.exp(1j * angle)))


assert abs(np.dot(boson, 0.5**np.arange(81)) - boson_sum(0.5, theta)) < 1e-10

# The complete chain of upper bounds on R for one ring.
Nc = 32
eps = 1 / (4 * Nc)
r = (1 - eps) / (1 + eps)
z = np.exp(2j * np.pi * np.arange(8192) / 8192)
assert np.all(abs(1 - z) <= (1 + eps) * abs(1 - r * z) + 1e-12)
g = abs(1 - r * z) * abs(1 - r * np.exp(-1j * theta) * z)
g_coef = np.fft.fft(g)[:Nc - 1] / len(z)
smooth_det = np.linalg.det(toeplitz(g_coef)).real
factor = (1 + eps)**(2 * (Nc - 1))
chain = [density_matrix(Nc, theta), factor * smooth_det,
         factor * boson_sum(r**2, theta),
         np.sqrt(np.e * Nc / (2 * np.sin(theta / 2)))]
assert all(a < b for a, b in zip(chain, chain[1:]))

# Constants of the integrated envelope and of the asymptotic law.
ring_mean = beta_function(0.25, 0.5) / (np.pi * np.sqrt(2))
numeric_mean = 2 * quad(lambda s: 2 * s / np.sqrt(2 * np.sin(s * s)),
                        0, np.sqrt(np.pi / 2))[0] / np.pi
assert abs(ring_mean - numeric_mean) < 1e-9
upper_constant = np.sqrt(np.e) * ring_mean
amplitude = float(mp.barnesg(mp.mpf(3) / 2)**4)
sharp_constant = amplitude * ring_mean

# Natural orbitals by diagonalizing a discretised density matrix, N = 8.
half, weight, values = sample_ring(8)
occ8 = [np.sum(weight * values * np.cos(2 * q * half)) for q in range(2)]
points = 240
row = np.array([8.0] + [density_matrix(8, 2 * np.pi * j / points)
                        for j in range(1, points)])
eigenvalues, orbitals = np.linalg.eigh(toeplitz(row) / points)
assert abs(eigenvalues[-1] - occ8[0]) < 1e-4
assert abs(eigenvalues[-2] - occ8[1]) < 1e-4
assert np.std(np.abs(orbitals[:, -1])) < 1e-8

print("Energy, N=4, units (hbar^2/2m)(2 pi/L)^2: %.4f" % energy4)
print("Test angle theta: %.2f rad" % theta)
print("R, N=4, wave-function integral: %.8f" % R4_direct)
print("R, N=4, Toeplitz determinant: %.8f" % R4_det)
print("Overlap M_3, wave-function integral: %.8f" % M3_direct)
print("Overlap M_3, product formula: %.8f" % overlap(3))
print("Level w=3 norms for n=1,2,3 fermions: %.6f %.6f %.6f"
      % tuple(levels[:3, 3]))
print("Level w=3 bosonic value: %.6f" % boson[3])
print("Chain for N=%d, epsilon=%.6f, r=%.6f" % (Nc, eps, r))
print("  R, smoothed bound, bosonic bound, envelope:")
print("  %.5f %.5f %.5f %.5f" % tuple(chain))
print("Ring mean of (2 sin(theta/2))^(-1/2): %.6f" % ring_mean)
print("Proved upper constant C: %.5f" % upper_constant)
print("Asymptotic amplitude G(3/2)^4: %.5f" % amplitude)
print("Asymptotic lambda_0/sqrt(N): %.5f" % sharp_constant)
print("N=8: lambda_0 %.5f, lambda_1 %.5f (quadrature)" % tuple(occ8))
print("N=8: top eigenvalues %.5f, %.5f (diagonalization)"
      % (eigenvalues[-1], eigenvalues[-2]))
print("N, sqrt(N), M^2, lambda_0, C sqrt(N), lambda_0/N:")
lam = {}
for N in (2, 4, 16, 64, 256):
    half, weight, values = sample_ring(N)
    lam[N] = np.sum(weight * values)
    scaled = values * np.sqrt(2 * np.sin(half) / N)
    assert np.all(scaled < np.sqrt(np.e))
    M2 = overlap(N - 1)**2
    assert np.sqrt(N) < M2 and lam[N] < upper_constant * np.sqrt(N)
    if N == 2:
        # One particle remains, with a unique zero-momentum state: equality.
        assert abs(M2 - lam[N]) < 1e-10
    else:
        assert M2 < lam[N]
    print("  %3d %8.4f %8.4f %8.4f %8.4f %8.5f"
          % (N, np.sqrt(N), M2, lam[N], upper_constant * np.sqrt(N),
             lam[N] / N))
lambda_1 = np.sum(weight * values * np.cos(2 * half))
assert lambda_1 < lam[256]
slope = (lam[256] - lam[64]) / (np.sqrt(256) - np.sqrt(64))
assert abs(slope / sharp_constant - 1) < 0.005
print("Slope of lambda_0 in sqrt(N), N=64 to 256: %.5f" % slope)
print("N=256: second occupation lambda_1 = %.4f" % lambda_1)

print("N=256: distance (1/density), rho_1/density, envelope/density:")
decay = {}
for distance in (1, 4, 16, 64, 128):
    angle = 2 * np.pi * distance / 256
    decay[distance] = density_matrix(256, angle) / 256
    envelope = np.sqrt(np.e / (256 * 2 * np.sin(angle / 2)))
    assert decay[distance] < envelope
    print("  %3d %.6f %.6f" % (distance, decay[distance], envelope))
exponent = (np.log(decay[64] / decay[16])
            / np.log(np.sin(np.pi / 4) / np.sin(np.pi / 16)))
assert abs(exponent + 0.5) < 0.002
opposite = decay[128] * 256 * np.sqrt(2 / 256)
assert abs(opposite / amplitude - 1) < 0.005
print("Decay exponent in chord distance, 16 to 64: %.5f" % exponent)
print("Measured amplitude at opposite points: %.5f" % opposite)
print("ALL CHECKS PASSED")
```

Printed output:

```
Energy, N=4, units (hbar^2/2m)(2 pi/L)^2: 5.0000
Test angle theta: 1.30 rad
R, N=4, wave-function integral: 2.36462921
R, N=4, Toeplitz determinant: 2.36462921
Overlap M_3, wave-function integral: 1.56565671
Overlap M_3, product formula: 1.56565671
Level w=3 norms for n=1,2,3 fermions: 0.021253 0.106264 0.110775
Level w=3 bosonic value: 0.110775
Chain for N=32, epsilon=0.007812, r=0.984496
  R, smoothed bound, bosonic bound, envelope:
  6.72164 7.51379 8.45979 8.47740
Ring mean of (2 sin(theta/2))^(-1/2): 1.180341
Proved upper constant C: 1.94605
Asymptotic amplitude G(3/2)^4: 1.30699
Asymptotic lambda_0/sqrt(N): 1.54269
N=8: lambda_0 3.79304, lambda_1 0.88637 (quadrature)
N=8: top eigenvalues 3.79304, 0.88637 (diagonalization)
N, sqrt(N), M^2, lambda_0, C sqrt(N), lambda_0/N:
    2   1.4142   1.6211   1.6211   2.7521  0.81057
    4   2.0000   2.4513   2.5177   3.8921  0.62941
   16   4.0000   5.1463   5.5995   7.7842  0.34997
   64   8.0000  10.4151  11.7698  15.5684  0.18390
  256  16.0000  20.8914  24.1113  31.1368  0.09418
Slope of lambda_0 in sqrt(N), N=64 to 256: 1.54269
N=256: second occupation lambda_1 = 7.6559
N=256: distance (1/density), rho_1/density, envelope/density:
    1 0.514490 0.657753
    4 0.260505 0.328938
   16 0.130765 0.164966
   64 0.068690 0.086650
  128 0.057761 0.072864
Decay exponent in chord distance, 16 to 64: -0.49996
Measured amplitude at opposite points: 1.30699
ALL CHECKS PASSED
```
